\section*{Why silicide-to-silicon photoemission rises quadratically above the Schottky barrier}

\section{Definitions and conventions}

A silicide film lies on $n$-type silicon. A photon of energy $w$, below the silicon gap, passes through the silicon and is absorbed in the silicide, where it lifts an electron from an occupied state to an empty one. If that electron crosses into the silicon conduction band, it is counted as photocurrent. The yield $Y$ is the number of such electrons per absorbed photon.

The silicide is modelled as a free-electron metal of mass $m$. All electron energies $E$ are measured from the bottom of its band, which is filled to the depth $E_F$. The Schottky barrier $\phi$ is the height of the actual barrier top above the Fermi level. I write
\begin{equation}
E_b=E_F+\phi,\qquad D=w-\phi,\qquad \varepsilon=E-E_b .
\end{equation}
Here $E_b$ is the barrier top seen from the band bottom, $D$ is the photon's excess over threshold, and $\varepsilon$ is an excited electron's total energy above the barrier top. The angle $\theta$ is taken from the normal pointing into the silicon.

The basic model assumes the following.
\begin{itemize}
\item The temperature is zero and $w<E_F$.
\item Every occupied energy within $w$ of the Fermi level is equally likely to be excited.
\item Excited electrons move in all directions with equal probability, and make one attempt at the interface without loss on the way.
\item The interface is smooth, so the momentum parallel to it is conserved. The silicon band has a single minimum at zero parallel momentum and the same mass $m$.
\item Every electron that the conservation laws allow to cross does cross.
\end{itemize}
The last assumption matters for the exponent, as shown below.

\section{Which electrons can cross}

An electron of energy $E=\hbar^2k^2/2m$ has parallel wavevector $k_\parallel=k\sin\theta$. At the barrier top it keeps $k_\parallel$ and has some normal wavevector $q$, so energy conservation reads
\begin{equation}
E=E_b+\frac{\hbar^2k_\parallel^2}{2m}+\frac{\hbar^2q^2}{2m}.
\end{equation}
A travelling wave needs $q^2\ge0$. Since $\hbar^2k_\parallel^2/2m=E\sin^2\theta$, this means $E-E\sin^2\theta\ge E_b$, or
\begin{equation}
E\cos^2\theta\ \ge\ E_F+\phi .
\label{eq:rule}
\end{equation}
The energy of normal motion must exceed the barrier, with both measured from the band bottom. Comparing it with $\phi$ alone would be wrong: electrons at the Fermi level moving near the normal would then escape without any light.

\section{The count}

\subsection{First power: the slice of energies}

Initial energies run evenly from $E_F-w$ to $E_F$, because a lower start would end in a filled state. Final energies therefore fill the range from $E_F$ to $E_F+w$ evenly, with probability $dE/w$. Only those above $E_b$ can satisfy \eqref{eq:rule}. The width of this slice is
\begin{equation}
(E_F+w)-(E_F+\phi)=D .
\end{equation}

\subsection{Second power: the cone of directions}

At energy $E$ the allowed directions form a cone with $\cos\theta\ge\sqrt{E_b/E}$. A cone of half-angle $\theta_c$ has solid angle $2\pi(1-\cos\theta_c)$, so its share of the full $4\pi$ is
\begin{equation}
P(E)=\frac12\left(1-\sqrt{\frac{E_b}{E}}\right)\simeq\frac{\varepsilon}{4E_b},
\label{eq:cone}
\end{equation}
where $\sqrt{E_b/(E_b+\varepsilon)}\simeq1-\varepsilon/2E_b$ was used for $\varepsilon\ll E_b$.

The linear growth has a geometrical origin. The energy $\varepsilon$ must pay for the parallel motion in the silicon, so the allowed parallel wavevectors fill a disc $k_\parallel^2\le2m\varepsilon/\hbar^2$. The interface has two dimensions, and the area of the disc is proportional to $\varepsilon$. An electron barely above the barrier must travel almost along the normal.

\subsection{The yield}

Summing the cone over the slice gives
\begin{align}
Y&=\frac1w\int_{E_b}^{E_F+w}\frac12\left(1-\sqrt{\frac{E_b}{E}}\right)dE
=\frac1{2w}\Big[E-2\sqrt{E_bE}\,\Big]_{E_b}^{E_F+w}\nonumber\\
&=\frac1{2w}\Big[(E_F+w)-2\sqrt{E_b(E_F+w)}+E_b\Big]
=\frac{\big(\sqrt{E_F+w}-\sqrt{E_b}\big)^2}{2w}.
\end{align}
The lower limit contributes $-(E_b-2E_b)=+E_b$, which completes the square. Multiplying and dividing the difference of roots by their sum, and using $(E_F+w)-E_b=D$, gives
\begin{equation}
Y=\frac{D^2}{2w\big(\sqrt{E_F+w}+\sqrt{E_b}\big)^2}\simeq\frac{D^2}{8E_bw}.
\label{eq:Y}
\end{equation}
The sum of roots is $2\sqrt{E_b}\,(1+D/4E_b)$ to first order, so the short form exceeds the full one by a relative amount of about $D/2E_b$.

The product $Yw$ is thus quadratic in the excess, up to this small correction. The yield itself carries a further $1/w$. With $w=\phi+D$, the short form has the local power
\begin{equation}
\frac{d\ln Y}{d\ln D}=2-\frac{D}{w},
\end{equation}
which tends to 2 at threshold and falls above it. This is why one plots
\begin{equation}
\sqrt{Yw}\simeq\frac{w-\phi}{\sqrt{8E_b}}
\end{equation}
against $w$. This Fowler plot is nearly straight and meets zero at the barrier.

\subsection{Removing the direction condition}

Suppose that any electron above $E_b$ moving towards the interface could cross, whatever its angle. Then $P=1/2$ and $Y=D/2w$, so $Yw$ is linear. One power of $D$ belongs to the energies and the other to the directions.

A random count shows the same. For each of two photon energies, with $D=0.20$ and $0.40$ eV, 12 million electrons were given random initial energies and isotropic directions, with the parameters of the next section. Between the two, $Yw$ grew with the power 1.97 under rule \eqref{eq:rule}, and 1.00 without the direction condition. Equation \eqref{eq:Y} predicts 1.98 for the first; the difference is within the sampling scatter of about 0.02.

\section{A worked example}

Take $\phi=0.65$ eV and $E_F=8.0$ eV, so $E_b=8.65$ eV. At $w=0.95$ eV the excess is $D=0.30$ eV, and the short form gives
\begin{equation}
Y\simeq\frac{(0.30)^2}{8\times8.65\times0.95}=1.37\times10^{-3}.
\end{equation}
The full form gives $1.35\times10^{-3}$. The short form is about $0.30/(2\times8.65)=1.7\%$ higher, as expected.

One absorbed watt supplies $1/w$ photons per second, and each yields a charge $eY$. The responsivity in A/W is therefore $Y$ divided by $w$ in eV, here $1.35\times10^{-3}/0.95$, or 1.4 mA per absorbed watt. The four photon energies of the example give:

\begin{center}
\begin{tabular}{cccc}
$w$ (eV) & $D$ (eV) & $Y$ & $\sqrt{Yw}$ (eV$^{1/2}$)\\
0.75 & 0.10 & $1.92\times10^{-4}$ & 0.0120\\
0.85 & 0.20 & $6.72\times10^{-4}$ & 0.0239\\
0.95 & 0.30 & $1.35\times10^{-3}$ & 0.0358\\
1.05 & 0.40 & $2.15\times10^{-3}$ & 0.0475
\end{tabular}
\end{center}

The last column rises in nearly equal steps. A straight line through it meets zero at 0.649 eV, which recovers the barrier to about 1 meV. The yield is small mainly because the cone is narrow. At $w=1.05$ eV a fraction $0.40/1.05=0.38$ of the excited electrons lies above the barrier, but even the most energetic must move within $12^\circ$ of the normal.

\section{Temperature rounds the foot}

At temperature $T$ an electron that ends at $\varepsilon$ started at energy $\varepsilon-D$ relative to the Fermi level. Its initial state is occupied with probability $f(\varepsilon-D)$, where $f(x)=1/(e^{x/kT}+1)$. Final states above the barrier are practically empty, since $\phi/kT\simeq25$ at 300 K.

The total number of excitations still has weight $w$. This follows from the identity
\begin{equation}
f(x-w)\,[1-f(x)]=\frac{f(x-w)-f(x)}{1-e^{-w/kT}},
\end{equation}
because the integral of the numerator over $x$ is $w$, and $e^{-w/kT}$ is negligible here. With the linear cone \eqref{eq:cone},
\begin{equation}
Y\simeq\frac{I(D)}{4E_bw},\qquad I(D)=\int_0^\infty\varepsilon f(\varepsilon-D)\,d\varepsilon .
\end{equation}
For $D\le0$, expand $f$ in powers of $e^{(D-\varepsilon)/kT}$ and use $\int_0^\infty\varepsilon e^{-n\varepsilon/kT}d\varepsilon=(kT)^2/n^2$:
\begin{equation}
I(D)=(kT)^2\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}e^{nD/kT}=-(kT)^2\,\mathrm{Li}_2\!\left(-e^{D/kT}\right).
\end{equation}
The dilogarithm $\mathrm{Li}_2$ continues this sum to $D>0$. At $D=0$ the sum is $\pi^2/12$, so the yield does not vanish at threshold; the example gives $2.4\times10^{-5}$ there.

For $D\gg kT$, integrate by parts to get $I=\int_0^\infty\tfrac12\varepsilon^2(-f')\,d\varepsilon$. The function $-f'$ is a symmetric peak of unit area centred at $\varepsilon=D$. Its variance is
\begin{equation}
(kT)^2\,2\!\int_0^\infty\!\frac{x^2e^{-x}dx}{(1+e^{-x})^2}
=(kT)^2\sum_{n=1}^\infty\frac{4(-1)^{n+1}}{n^2}=\frac{\pi^2(kT)^2}{3},
\end{equation}
and therefore
\begin{equation}
I(D)\simeq\frac{D^2}{2}+\frac{\pi^2(kT)^2}{6}.
\end{equation}
Once $D$ exceeds a few $kT$, heat adds a nearly constant amount to $Yw$, which matters most where the cold yield is small. At 300 K it raises the yield by 21\% at $D=0.10$ eV but by 1.3\% at $D=0.40$ eV. A straight-line fit to the four hot yields gives a barrier of 0.637 eV, 13 meV below the true one.

Heat also drives a dark current. The current of electrons over the barrier is $e$ times the integral of $v_zf$ over $2\,d^3k/(2\pi)^3$. Using $v_zdk_z=dE_z/\hbar$ and $d^2k_\parallel=(2\pi m/\hbar^2)\,dE_\parallel$, with $f\simeq e^{-(E_z+E_\parallel-E_F)/kT}$,
\begin{equation}
J=\frac{em}{2\pi^2\hbar^3}\int_{E_b}^\infty\!dE_z\int_0^\infty\!dE_\parallel\,f
\simeq\frac{em(kT)^2}{2\pi^2\hbar^3}\,e^{-\phi/kT}.
\end{equation}
With the free-electron mass this is $1.3\times10^{-4}$ A/cm$^2$ at 300 K. Under reverse bias, light at 0.95 eV must deliver about 0.09 W/cm$^2$ of absorbed power to match it.

\section{When the power is not two}

The count gave every allowed electron the same chance of crossing. A constant chance below one would change only the prefactor. A chance that grows as a power of the normal energy above the barrier changes the exponent, and an ideal abrupt step gives such a chance near threshold.

Let $k_1$ and $k_2$ be the normal wavevectors before and after the step. Continuity of the wave and its slope gives $1+r=t$ and $k_1(1-r)=k_2t$, hence $t=2k_1/(k_1+k_2)$. The transmitted flux is
\begin{equation}
\mathcal T=\frac{k_2}{k_1}t^2=\frac{4k_1k_2}{(k_1+k_2)^2}\simeq4\sqrt{\frac{\varepsilon_z}{E_b}},
\end{equation}
where $\varepsilon_z=E\cos^2\theta-E_b$ is the normal energy above the barrier, and the last form holds for $\varepsilon_z\ll E_b$.

Directions are uniform in $\cos\theta$, with share $\tfrac12d(\cos\theta)$. Since $d\varepsilon_z=2E\cos\theta\,d(\cos\theta)$, this share is $d\varepsilon_z/(4E\cos\theta)\simeq d\varepsilon_z/4E_b$ near threshold. Then
\begin{equation}
Y\simeq\frac1w\int_0^D\!d\varepsilon\int_0^\varepsilon\frac{d\varepsilon_z}{4E_b}\,4\sqrt{\frac{\varepsilon_z}{E_b}}
=\frac{1}{wE_b^{3/2}}\int_0^D\frac23\varepsilon^{3/2}d\varepsilon
=\frac{4}{15}\frac{D^{5/2}}{wE_b^{3/2}} .
\end{equation}
The third factor, $\sqrt{\varepsilon_z}$, adds half a power. With the full $\mathcal T$, the power of $Yw$ is 2.49 between $D=1$ and 2 meV, and 2.38 between 0.2 and 0.4 eV, where the denominator $(k_1+k_2)^2$ is no longer constant. The step lowers the yield to 0.20 of the basic value at $w=0.75$ eV and 0.36 at 1.05 eV. A Fowler fit then reports 0.684 eV, 34 meV too high. These numbers belong to a bare step. The attractive image tail $-e^2/(16\pi\epsilon_sz)$ in the silicon, discussed below, keeps $\mathcal T$ finite at threshold. Without a field, and with the tail cut off 0.1 to 0.3 nm from the metal, $\mathcal T$ tends to about 0.3 to 0.4, the power returns to 2.0 between $D=1$ and 2 meV and is 2.1 to 2.2 between 0.2 and 0.4 eV, the yield is 0.34 to 0.49 of the basic value, and the fit is 12 to 17 meV too high. The quadratic law thus remains a good approximation if the crossing probability, averaged over the allowed directions, varies little with $\varepsilon$.

\section{Silicon's real valleys}

Silicon has six conduction valleys away from the zone centre, with masses $m_l=0.92$ and $m_t=0.19$ in units of the free-electron mass, which is taken for the silicide. On a (100) face, the two valleys along the normal project onto the same disc around $k_\parallel=0$. Its area is $m_t$ times that of the basic model.

Each of the other four projects onto an ellipse centred at $k_v=9.84$ nm$^{-1}$, with semi-axes proportional to $\sqrt{m_l\varepsilon}$ and $\sqrt{m_t\varepsilon}$. Its area is again proportional to $\varepsilon$, so the second power survives. An area $A$ of parallel wavevectors covers the solid angle $A/(k^2\cos\theta)$, because the sphere of radius $k$ is tilted there. With $k=15.07$ nm$^{-1}$ at $E_b$, $\cos\theta_v=\sqrt{1-(9.84/15.07)^2}=0.757$, and the yield is multiplied by
\begin{equation}
m_t+\frac{4\sqrt{m_lm_t}}{\cos\theta_v}=0.19+\frac{4\times0.418}{0.757}=2.40 .
\end{equation}
A random count for $D=0.10$ eV gives 2.38, and the power between $D=0.10$ and 0.20 eV is 2.00. If the silicide has no electrons at the side-valley wavevectors, the factor is 0.19. A crystalline interface conserves parallel momentum only up to a reciprocal vector of the interface, which opens further routes into the side valleys. Silicon's own reciprocal vectors place twelve more images of these valleys inside the sphere of radius $k$; if every electron allowed into them crossed, the factor would be about 11 near threshold instead of 2.40, and the power between $D=0.2$ and 0.4 eV would be about 1.8. The valleys change the size of the yield strongly. The quadratic rise survives near threshold as long as the valley projections are small, do not overlap and lie well inside the sphere; for $E_b=4.0$ eV, where the side valleys sit near its rim, the power over the same range falls to about 1.7.

\section{Losses, fields and the real contact}

Excited electrons lose energy in collisions. Let the mean free path be $\lambda=50\ \mathrm{nm}\times[\phi/(\phi+\varepsilon)]^2$, an assumed law with a rough prefactor. For near-normal motion from a uniformly distributed depth in a film of thickness $d$, the surviving fraction is
\begin{equation}
\frac1d\int_0^de^{-z/\lambda}dz=\frac{\lambda}{d}\left(1-e^{-d/\lambda}\right).
\end{equation}
For $d=10$ nm this multiplies the yield by 0.89 at $w=0.75$ eV and 0.82 at 1.05 eV, and shifts the fitted barrier down to 0.642 eV. These values depend strongly on the assumed prefactor: with 10 nm in place of 50 nm the factors are 0.58 and 0.44 and the fitted barrier is 0.622 eV. A mirror-like back surface returns electrons that started the other way, with path $2d-z$. This extends the integral to $2d$, and the net factor at 1.05 eV becomes 1.38. Scattering that turns electrons without energy loss would give them further attempts; its effect is not estimated here. Free-electron densities of initial and final states, in place of the even distribution, raise the yield at 1.05 eV by 5\%.

In the silicon, the image force and a field $F$ give the potential energy $-e^2/(16\pi\epsilon_sz)-eFz$, where $\epsilon_s$ is the permittivity of silicon. Its maximum is where the two terms are equal, and lies $e\sqrt{eF/4\pi\epsilon_s}$ below the bare barrier. At 10 kV/cm this is 11 meV, already included in $\phi$ but dependent on bias. Tunnelling at a depth $\delta$ below a triangular top has the exponent
\begin{equation}
2\int_0^{\delta/eF}\!\frac{\sqrt{2m^*(\delta-eFz)}}{\hbar}\,dz=\frac43\left(\frac{\delta}{E_t}\right)^{3/2},\qquad
E_t=\left(\frac{\hbar^2e^2F^2}{2m^*}\right)^{1/3}.
\end{equation}
For the light mass $m^*=0.19\,m_e$, $E_t=5.9$ meV, well below $kT=26$ meV, so at this field heat blurs the threshold more than tunnelling does.

The parameters lie in the regime of cobalt disilicide on lightly doped $n$-type silicon, whose barrier is roughly 0.65 eV. The band depth of 8 eV is a rough stand-in, since the bands of a real silicide are not those of free electrons. At the four photon energies of the example, and for the 50 nm path, silicon's valleys and reflection at the interface change the yield most among the departures estimated above; a path near 10 nm makes loss as important as reflection. The valleys multiply the yield by a factor between 0.19 and 2.4 if their images under reciprocal vectors are ignored, and by up to about 11 if these are all open. Reflection reduces it to 0.20 to 0.36 of its basic value at a bare step, and to about 0.3 to 0.5 with the image tail. Interface roughness and elastic scattering were not estimated. The computed $10^{-3}$ is therefore an order of magnitude at best. The fitted barrier is less sensitive: taken one at a time, heat, loss and reflection leave it between 8 and 34 meV from the true value in the cases estimated above. The values for the basic parameter set are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Band depth EF (rough): 8.00 eV
Schottky barrier phi (rough): 0.65 eV
Eb = EF + phi: 8.65 eV
Silicon gap (rough): 1.12 eV
Temperature: 300 K, kT = 0.02585 eV
Yields are per absorbed photon; responsivity per absorbed watt
w=0.75 eV (1.653 um): D=0.10 eV, Y=1.916e-04, square law=1.927e-04
   sqrt(Y w)=0.01199 eV^0.5, responsivity=0.2554 mA/W
w=0.85 eV (1.459 um): D=0.20 eV, Y=6.723e-04, square law=6.800e-04
   sqrt(Y w)=0.02390 eV^0.5, responsivity=0.7909 mA/W
w=0.95 eV (1.305 um): D=0.30 eV, Y=1.346e-03, square law=1.369e-03
   sqrt(Y w)=0.03576 eV^0.5, responsivity=1.4166 mA/W
w=1.05 eV (1.181 um): D=0.40 eV, Y=2.153e-03, square law=2.202e-03
   sqrt(Y w)=0.04754 eV^0.5, responsivity=2.0500 mA/W
Widest escape angle at w=1.05 eV: 12.14 degrees
Random count, w=0.85 eV: Y=6.798e-04
Random count, w=1.05 eV: Y=2.148e-03
Counted power of D in Y w, direction rule: 1.965
Counted power, no direction rule: 0.999
Fowler-plot barrier, T=0 count: 0.6486 eV
Fowler-plot slope: 0.11852 eV^-0.5
1/sqrt(8 Eb): 0.12021 eV^-0.5
Yield at w=phi, 300 K: 2.432e-05
Hot/cold yield ratio at w=0.75 eV: 1.2146
Hot/cold yield ratio at w=0.85 eV: 1.0537
Hot/cold yield ratio at w=0.95 eV: 1.0236
Hot/cold yield ratio at w=1.05 eV: 1.0131
Fowler-plot barrier with heat: 0.6366 eV
Abrupt step, power at D of 1 to 2 meV: 2.492
Abrupt step, power at D of 0.2 to 0.4 eV: 2.378
Step/no-reflection yield ratio at w=0.75 eV: 0.201
Step/no-reflection yield ratio at w=1.05 eV: 0.355
Fowler-plot barrier with step: 0.6836 eV
Valley masses: long 0.92, transverse 0.19 m_e
Valley k: 9.84 /nm, metal k at Eb: 15.07 /nm
Valley prefactor, formula: 2.398
Valley prefactor, counted: 2.382
Valley prefactor, axial valleys only: 0.19
Power of D with valleys, counted: 1.995
Density-of-states yield ratio at w=1.05 eV: 1.0491
Film: 10 nm; mean free path at barrier (rough): 50 nm
Inelastic-loss yield ratio at w=0.75 eV: 0.888
Inelastic-loss yield ratio at w=1.05 eV: 0.824
Loss plus back mirror, ratio at w=1.05 eV: 1.380
Fowler-plot barrier with loss: 0.6421 eV
Field in silicon: 10 kV/cm, kappa = 11.7
Image lowering: 11.09 meV, top at 5.55 nm
Tunnelling energy scale: 5.85 meV
Thermionic dark current density: 1.302e-04 A/cm2
\end{verbatim}
